# Wing's theorem and the trapping of molecules in static fields

## A special case: the centre of a current loop

A circular loop of radius $a$ lies in the plane $z=0$ and carries a steady current. On its axis the Biot–Savart law gives

$$B_z(0,z)=B_0\left(1+\frac{z^2}{a^2}\right)^{-3/2}\simeq B_0\left(1-\frac{3z^2}{2a^2}\right),$$

so along the axis the field is largest at the centre. To see what happens off the axis, let $\rho$ be the distance from it. Since $\nabla\cdot\mathbf B=0$, the flux out of a thin cylinder around the axis vanishes: $2\pi\rho\,B_\rho+\pi\rho^2\,\partial_zB_z=0$ per unit length. To lowest order,

$$B_\rho=-\frac{\rho}{2}\,\partial_z B_z(0,z)=\frac{3B_0}{2a^2}\,\rho z .$$

Since $\nabla\times\mathbf B=0$ away from the wire, $\partial_\rho B_z=\partial_zB_\rho=3B_0\rho/(2a^2)$. Integrating from the axis adds $3B_0\rho^2/(4a^2)$ to $B_z$. The square of $B_\rho$ is of fourth order, so to second order

$$|\mathbf B|=B_0\left(1-\frac{3z^2}{2a^2}+\frac{3\rho^2}{4a^2}\right).$$

The second derivatives are $-3$ along the axis and $+\tfrac32$ in each direction in the plane, in units of $B_0/a^2$. The centre is a saddle: the two conditions that hold in free space turn a maximum along one line into a minimum across it. The theorem below says that no arrangement of distant sources does better.

## The theorem

Let $\mathbf E(\mathbf r)$ be a static field in a connected open region without charge or current, so that $\nabla\cdot\mathbf E=0$ and $\nabla\times\mathbf E=0$. Write $F=|\mathbf E|$. The same equations hold for $\mathbf B$, and the proof does not distinguish the two.

**Theorem.** If $F$ has a local maximum in the region, even a non-strict one, then $\mathbf E$ is uniform throughout the region.

*Each Cartesian component is harmonic.* Component $i$ of the double curl is

$$0=(\nabla\times\nabla\times\mathbf E)_i=\partial_i(\nabla\cdot\mathbf E)-\nabla^2E_i=-\nabla^2E_i .$$

*A harmonic function equals its average over a sphere.* Let $\langle u\rangle_R$ be the average of $u$ over the sphere of radius $R$ about $\mathbf r_0$, with the enclosed ball inside the region. With $\mathbf n$ the outward unit vector,

$$\frac{d\langle u\rangle_R}{dR}=\frac1{4\pi}\int\mathbf n\cdot\nabla u\,d\Omega=\frac{1}{4\pi R^2}\oint\nabla u\cdot d\mathbf S=\frac1{4\pi R^2}\int\nabla^2u\,dV. \tag{1}$$

This vanishes if $\nabla^2u=0$. As $R\to0$ the average tends to $u(\mathbf r_0)$, hence $\langle\mathbf E\rangle_R=\mathbf E(\mathbf r_0)$.

*A maximum forces a locally uniform field.* Let $F$ have a local maximum $F_0$ at $\mathbf r_0$. If $F_0=0$, then $\mathbf E=0$ nearby. If $F_0>0$, put $\mathbf m=\mathbf E(\mathbf r_0)/F_0$. On every sufficiently small sphere

$$F_0=\mathbf m\cdot\langle\mathbf E\rangle_R=\langle\mathbf m\cdot\mathbf E\rangle_R\le\langle F\rangle_R\le F_0 .$$

Both inequalities must be equalities. As the functions are continuous, $\mathbf m\cdot\mathbf E=F=F_0$ at each point of the sphere. A vector whose projection on $\mathbf m$ equals its length is parallel to $\mathbf m$, so $\mathbf E=F_0\mathbf m$ in a small ball.

*The uniformity extends to the whole region.* Let $u$ be a component of $\mathbf E-\mathbf E(\mathbf r_0)$. It is harmonic, and smooth because the sources lie at a distance. A derivative $\partial_su$ along a fixed direction $\mathbf s$ is also harmonic. It equals its average over a ball of radius $b$, which the divergence theorem turns into a surface integral:

$$|\partial_su|=\left|\frac{3}{4\pi b^3}\oint u\,\mathbf s\cdot d\mathbf S\right|\le\frac3b\max|u| .$$

Take a point $\mathbf p$ with a closed ball of radius $R$ around it in the region, and let $M$ be the maximum of $|u|$ there. At points within $R/2$ of $\mathbf p$, apply the bound $k$ times with $b=R/(2k)$. This gives $|\partial_s^ku|\le(6k/R)^kM$. The Taylor remainder of order $k$ at distance $t$ from $\mathbf p$ is then at most

$$\frac{t^k}{k!}\left(\frac{6k}{R}\right)^kM\le\left(\frac{6et}{R}\right)^kM,$$

because $k^k/k!\le e^k$. It tends to zero for $t<R/(6e)$. Thus, if $u$ and all its derivatives vanish at $\mathbf p$, then $u$ vanishes in a ball around $\mathbf p$. The set of such points is open; it is closed in the region by continuity; and it contains $\mathbf r_0$. In a connected region it is everything. $\square$

A continuous function attains its maximum on a closed ball. For a non-uniform field the theorem excludes interior points, so the largest $F$ lies on the surface. This justifies searching only the boundary for the strongest field.

### Local form and the role of free space

Because $\nabla^2E_j=0$, two applications of the product rule give

$$\nabla^2F^2=2\sum_{ij}(\partial_iE_j)^2,\qquad \nabla^2F^2=2F\nabla^2F+2|\nabla F|^2 .$$

Where $F>0$, therefore,

$$F\nabla^2F=\sum_{ij}(\partial_iE_j)^2-|\nabla F|^2\ge0. \tag{2}$$

The sign follows from $\partial_iF=\sum_j(E_j/F)\,\partial_iE_j$ and the Cauchy–Schwarz inequality, as $\mathbf E/F$ is a unit vector. The sum of the three curvatures of $F$ is never negative. At the loop centre all first derivatives vanish, and the sum is $\tfrac32+\tfrac32-3=0$.

Charge in the region removes the obstacle. For a cloud of density proportional to $e^{-r^2/2}$, with $r$ in units of its width, Gauss's law gives a radial field proportional to $r^{-2}\int_0^rs^2e^{-s^2/2}ds$. Numerical quadrature and maximization put its largest value at $r=1.369$, inside the charge. Static conditions matter as well: in free space a time-dependent field obeys the wave equation $\nabla^2\mathbf E=\mu_0\varepsilon_0\,\partial_t^2\mathbf E$, so its components need not be harmonic.

## What this says about trapping

Assume that the molecule stays in one field-dressed state as it moves, and that the field is the only thing that singles out a direction. Its potential energy is then $U(\mathbf r)=W(F(\mathbf r))$, with $W$ continuous. A state is low-field-seeking where $W$ rises with $F$ and high-field-seeking where $W$ falls, since the force is $-W'(F)\nabla F$.

A trap here means a potential well: inside some closed ball in free space, $U$ is somewhere lower than its minimum on the surface. Orbits that stay bounded without a well, and traps with time-dependent fields, are outside this definition and are not excluded.

**No well for a high-field seeker.** Let $W$ be non-increasing over the fields in the ball, and let $F_{\max}$ be the largest of them. Then $U(\mathbf r)=W(F(\mathbf r))\ge W(F_{\max})$ throughout. Since $F_{\max}$ occurs on the surface, the surface already has the lowest energy.

**Condition at a strict minimum.** Let $U$ have a strict local minimum at $\mathbf r_0$, where $F=F_0$. The field is not uniform, or $U$ would be constant. By the theorem, any small ball around $\mathbf r_0$ contains a point with $F=F_1>F_0$. Along the line from $\mathbf r_0$ to that point $F$ takes every value between $F_0$ and $F_1$, and $U$ exceeds $U(\mathbf r_0)$. Therefore

$$W(F)>W(F_0)\quad\text{for all }F\text{ slightly above }F_0. \tag{3}$$

The rule that only low-field-seeking states can be trapped holds in this sense. It needs care when $W$ is not monotonic. Take the upper level of an avoided crossing, the larger eigenvalue of

$$\begin{pmatrix}s(F-F_*)&v\\v&-s(F-F_*)\end{pmatrix},\qquad W=\sqrt{s^2(F-F_*)^2+v^2}.$$

It has a minimum at $F_*$. If $F<F_*$ at the centre of a ball and $F>F_*$ all over its surface, every path outward crosses the shell $F=F_*$, and the molecule can be held there. Inside the shell it seeks high field, outside it seeks low field. The outer wall is the low-field-seeking side.

### The ground state in an electric field

For the ground state there is a stronger result, which needs neither a monotonic $W$ nor the absence of gravity. Let $H=H_0-\mathbf d\cdot\mathbf E$, with $\mathbf d$ the dipole operator, and let $\phi$ be the normalized ground state for the field at $\mathbf r_0$. At any other point $\phi$ is a trial state, so

$$W(\mathbf E(\mathbf r))\le\langle\phi|H_0-\mathbf d\cdot\mathbf E(\mathbf r)|\phi\rangle .$$

The right side is linear in $\mathbf E$. Averaging over a sphere and using $\langle\mathbf E\rangle_R=\mathbf E(\mathbf r_0)$ gives

$$\langle W\rangle_R\le W(\mathbf E(\mathbf r_0)). \tag{4}$$

The gravitational energy $mgz$ is harmonic and equals its own average, so (4) also holds for the total energy $U$. Suppose now that $U$ had a well in a ball. At its lowest interior point, (4) forces $U$ to have that same lowest value all over each surrounding sphere in the ball. The largest such sphere touches the surface of the ball, which contradicts the definition of a well.

The argument uses linearity in the field. A magnetic Hamiltonian also contains a diamagnetic term quadratic in $\mathbf B$, so (4) cannot be carried over to it. The statements based on $W(F)$ still can.

## The rigid rotor

For a linear molecule with rotational constant $B$ (an energy from here on) and permanent dipole $d$ along its axis,

$$\frac HB=\mathbf J^2-x\cos\theta,\qquad x=\frac{dF}{B},$$

where $\theta$ is the angle between dipole and field, and $\mathbf J$ is in units of $\hbar$. The projection $M$ on the field is conserved. States are labelled $(J,M)$ by their zero-field limit, of energy $J(J+1)B$.

For small $x$ the explicit spherical harmonics give, with $Y_{JM}$ normalized,

$$\cos\theta\,Y_{00}=\frac{Y_{10}}{\sqrt3},\qquad \cos\theta\,Y_{10}=\frac{Y_{00}}{\sqrt3}+\frac{2}{\sqrt{15}}Y_{20}.$$

The function $\cos\theta\,Y_{11}$ is a multiple of $Y_{21}$, and the square of the factor is the mean of $\cos^2\theta$ in $Y_{11}$:

$$\frac{\int_{-1}^1(1-u^2)u^2du}{\int_{-1}^1(1-u^2)du}=\frac{4/15}{4/3}=\frac15 .$$

With zero-field levels $0,2,6$, second-order perturbation theory yields the shifts of $W/B$:

$$\begin{aligned}
(0,0):&\quad \frac{x^2/3}{0-2}=-\frac{x^2}{6},\\
(1,0):&\quad \frac{x^2/3}{2-0}+\frac{4x^2/15}{2-6}=+\frac{x^2}{10},\\
(1,\pm1):&\quad \frac{x^2/5}{2-6}=-\frac{x^2}{20}.
\end{aligned}$$

The state $(1,0)$ is pushed up by the level below it more than it is pushed down by the level above. It is therefore low-field-seeking in weak fields.

For stronger fields the matrix of $H$ is diagonalized. Let $P_J^M(u)$ be the associated Legendre functions for $M\ge0$, with

$$(2J+1)uP_J^M=(J-M+1)P_{J+1}^M+(J+M)P_{J-1}^M$$

and squared normalization factor $N_J^2=\frac{2J+1}{2}\frac{(J-M)!}{(J+M)!}$. The coupling of neighbouring normalized functions is then

$$\langle J{+}1,M|\cos\theta|J,M\rangle=\frac{J-M+1}{2J+1}\,\frac{N_J}{N_{J+1}}=\sqrt{\frac{(J+1)^2-M^2}{(2J+1)(2J+3)}} .$$

The last form uses $N_J^2/N_{J+1}^2=\frac{2J+1}{2J+3}\,\frac{J+1+M}{J+1-M}$. The numbers below use 25 values of $J$ for each $M$.

The slope follows from the same diagonalization. In $dW/dF$ the terms from the change of the eigenvector add up to $W$ times the derivative of its norm, which is zero. Hence

$$\frac{dW}{dF}=-d\langle\cos\theta\rangle. \tag{5}$$

In strong fields the low states librate about $\theta=0$. With $\cos\theta\simeq1-\theta^2/2$ the rotor becomes a two-dimensional oscillator, $H/B\simeq-x+p^2+x\theta^2/2$, with levels $-x+(n+1)\sqrt{2x}$. Levels of equal $M$ do not cross, because the matrix is tridiagonal with non-zero couplings. For $M=0$ the oscillator has $n=0,2,\dots$, so $(1,0)$ goes over into $n=2$. The slope $-1+3/\sqrt{2x}$ changes sign at $x=4.5$. Diagonalization and root finding for $\langle\cos\theta\rangle=0$ give $x=4.90$. Above that field $(1,0)$ is high-field-seeking.

## A field with a minimum that is not zero

At a zero of the field the states $(1,0)$ and $(1,\pm1)$ are degenerate and the field direction is undefined, so the assumption of a single followed state fails. A minimum with $F_0>0$ avoids this. Take

$$\begin{aligned}
E_x&=Gx-\tfrac c2xz,\qquad E_y=-Gy-\tfrac c2yz,\\
E_z&=F_0+\tfrac c2\left(z^2-\tfrac{\rho^2}{2}\right),\qquad \rho^2=x^2+y^2 .
\end{aligned}$$

Here $x,y,z$ are coordinates. The divergence is $(G-\tfrac c2z)+(-G-\tfrac c2z)+cz=0$. The curl vanishes because $\partial_xE_z=-\tfrac c2x=\partial_zE_x$, likewise for $y$, and $\partial_yE_x=\partial_xE_y=0$. To second order

$$F^2=F_0^2+G^2\rho^2+F_0c\left(z^2-\tfrac{\rho^2}2\right),$$

and taking the root,

$$F=F_0+\frac12\left(\frac{G^2}{F_0}-\frac c2\right)\rho^2+\frac c2z^2. \tag{6}$$

The centre is a minimum of $F$ if $c>0$ and $G^2>cF_0/2$. The curvatures add up to $2G^2/F_0\ge0$, in accordance with (2). The force constants are $W'(F_0)$ times the curvatures.

## Worked example

The model rotor has $B/h=10$ GHz, $d=2$ D and mass $30$ u. The field has $F_0=10$ kV/cm, $G=10$ kV/cm per mm and $c=2$ kV/cm per mm². Laboratory units suit these scales better than atomic units.

The dipole gives $d/h=1.00682$ GHz per kV/cm, so $x=1.00682\times10/10=1.00682$ at the centre. Diagonalization there gives:

| State | $W/h$ (GHz) | $\langle\cos\theta\rangle$ |
|---|---|---|
| $(0,0)$ | $-1.597$ | $0.3010$ |
| $(1,0)$ | $20.919$ | $-0.1658$ |
| $(1,\pm1)$ | $19.497$ | $0.0993$ |

**Curvatures and frequencies.** From (6) the curvatures of $F$ are $10^2/10-2/2=9$ across the axis and $2$ along it, in kV/cm per mm². By (5) the slope for $(1,0)$ is $W'/h=1.00682\times0.1658=0.1669$ GHz per kV/cm. The force constants divided by $h$ are $0.1669\times9=1.50$ and $0.1669\times2=0.334$ GHz/mm². The radial frequency is

$$\nu=\frac1{2\pi}\sqrt{\frac{h\times1.50\times10^{9}\ \mathrm{s^{-1}}}{10^{-6}\ \mathrm{m^2}\times30\ \mathrm u}}=0.71\ \mathrm{kHz},$$

and the axial one is $0.34$ kHz. With the axis vertical, gravity shifts the equilibrium by $g/(2\pi\nu_z)^2=2.2$ µm, with $\nu_z$ the axial frequency. The gap to $(1,\pm1)$ at the centre is $20.919-19.497=1.42$ GHz, about two million times the radial frequency, which supports the adiabatic assumption for small motion about the centre.

**The ground state in the same field.** Its slope is $-1.00682\times0.3010=-0.303$ GHz per kV/cm, and its force constants are $-2.73$ and $-0.61$ GHz/mm². The centre is a maximum of its potential energy. Averaged over a sphere of radius 1 mm, with gravity included, $U/h$ lies $0.98$ GHz below its central value for $(0,0)$, as (4) requires, and $0.52$ GHz above it for $(1,0)$.

**Depth.** On a grid over the sphere of radius 3 mm, $F$ runs from $18.9$ to $31.9$ kV/cm. By the theorem the field inside is no stronger than on the surface. The turning field of $(1,0)$ is $48.7$ kV/cm, so its energy rises with $F$ over all fields present. The weakest point of the surface therefore sets the barrier for leaving this sphere, which is $1.75$ GHz above the centre, or $84$ mK after division by Boltzmann's constant. Gravity is left out of this figure. A larger surface may give a higher barrier, but none can exceed the energy at the turning field: $26.392-20.919=5.47$ GHz above the centre. In this field that ceiling is not reached. The model field has zeros at $(\pm14.8,0,10)$ mm and $(0,\pm14.8,-10)$ mm, and the way towards them crosses saddles of $F$ at $(\pm7.0,0,5.7)$ mm and $(0,\pm7.0,-5.7)$ mm, where $F=35.1$ kV/cm. If no electrode lies closer, the full depth is the energy at these saddles, $4.62$ GHz above the centre.

**The shell.** For the avoided crossing take $F_*=14$ kV/cm, $s/h=1$ GHz per kV/cm and $v/h=1$ GHz in the same trap field. The energy divided by $h$ is $\sqrt{4^2+1}=4.12$ GHz at the centre, $1.00$ GHz on the shell $F=14$ kV/cm, and at least $5.01$ GHz on the 3 mm sphere. The well is a shell around a centre that itself repels the molecule.

## Use in a calculation

1. Compute $W(F)$ by diagonalization and follow one level within one $M$. Take the slope from (5).
2. Evaluate $F$ on a closed surface with no sources inside. Its largest value there bounds the field within.
3. If $W$ is non-increasing up to that bound, the surface encloses no well of $W(F)$. With gravity added this still holds if $W$ is also concave, because $W(|\mathbf E|)$ is then a concave function of the field vector and (4) applies. It can fail if $W$ is convex. Take the avoided-crossing level with $F_*=1.15$, $s=1$, $v=0.3$ in the field $F=1/r^2$ below a point charge, with weight $mg=0.894$. In the ball of radius $0.05$ about $r=1$ the field stays below $F_*$, so $W$ falls throughout, yet the lowest total energy on the surface lies $0.001$ above that at the centre.
4. Otherwise find the minimum of $W(F)$ on the surface and subtract the energy at the trap bottom. Every escaping path crosses the surface, so this difference is a lower bound on the energy needed to leave. Suppose that, over the fields up to the bound of step 2, $W$ is largest at a turning field, as it can be for $(1,0)$, and that the field at the trap bottom is weaker than this. On parts of the surface beyond the turning field $W$ can be low, but a path from the bottom to them must first cross the turning field. Such points may therefore be counted with the energy at the turning field when the minimum is taken; the result is still a lower bound and is never smaller. Shrinking the surface is not needed and can lower the bound: in the worked example the 5.5 mm sphere reaches $61.5$ kV/cm, beyond the turning field, and gives $3.81$ GHz from its weakest point, while the 4.4 mm sphere stays below the turning field and gives $3.09$ GHz.
5. Compare the gaps to neighbouring states with the rate at which the field direction turns along the motion. Near a zero of the field the potential $W(F)$ cannot be relied on for a level that becomes degenerate there, such as $(1,0)$; the level $(0,0)$ keeps a gap of $2B$.
